# Donor energy from the freeze-out slope of a compensated semiconductor

## Definitions and conventions

A semiconductor contains $N_d$ donors and $N_a<N_d$ acceptors per unit volume. Energies are measured from the bottom of the conduction band, so a bound donor electron has energy $-E_d$ with $E_d>0$. The Fermi level is $\mu$, the density of band electrons is $n$, and $\beta=1/kT$. Energies are given in meV, temperatures in K and densities in cm$^{-3}$, because atomic units are awkward for such dilute systems.

Freeze-out is the fall of $n$ on cooling, as electrons return to the donors. Its slope is expressed as an energy,

$$E_s=-\frac{d\ln n}{d\beta}.$$

If $n$ were proportional to $e^{-E/kT}$ with a constant prefactor, $E_s$ would equal $E$. The claim to be examined is that $E_s$ always equals the donor energy $E_d$.

The model has these assumptions:

- The band is parabolic with mass $m$, and it is dilute: $n$ is far below the effective band density $N_c$ defined below.
- A donor has one bound level, which holds one electron of either spin. A second bound electron is excluded until the last section.
- The acceptor levels lie so far below the donor level that every acceptor has taken an electron from a donor and is negatively charged. Holes are negligible.
- $E_d$ does not depend on the densities, and electrons do not hop between donors.

## The equation for the electron density

An empty donor has statistical weight 1. An occupied donor has weight $e^{(E_d+\mu)/kT}$ for each of two spin directions. If $N_+$ is the density of empty, positively charged donors and $N_0$ that of occupied, neutral ones, then

$$\frac{N_0}{N_+}=2e^{(E_d+\mu)/kT}.$$

The band has $g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E$ states per volume and energy, both spins included. In a dilute band the occupation is $e^{(\mu-E)/kT}$. With $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$ this gives

$$n=N_ce^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Multiplying $n$ by $N_+/N_0$ removes $\mu$:

$$\frac{nN_+}{N_0}=K(T),\qquad K(T)=\frac{N_c}{2}e^{-E_d/kT}.$$

This is the law of mass action for the reaction in which a neutral donor splits into a charged donor and a band electron.

Charge neutrality requires the positive donors to balance the band electrons and the charged acceptors. The remaining donors are neutral:

$$N_+=n+N_a,\qquad N_0=N_d-N_a-n.$$

Inserting both and multiplying by the denominator gives $n(n+N_a)=K(N_d-N_a-n)$, or

$$n^2+(N_a+K)n-K(N_d-N_a)=0.$$

The product of the two roots is $-K(N_d-N_a)<0$, so one root is positive. Written without a difference of nearly equal numbers, it is

$$n=\frac{2K(N_d-N_a)}{N_a+K+\sqrt{(N_a+K)^2+4K(N_d-N_a)}}.$$

## A sample with two slopes

Take the round parameters $E_d=40$ meV, $m=0.3$ electron masses, $N_d=10^{15}$ and $N_a=10^{12}$ cm$^{-3}$. Only one donor in a thousand is compensated. Call this sample B.

At 20 K, $kT=1.7235$ meV and $N_c=7.098\times10^{16}$ cm$^{-3}$, so

$$K=3.549\times10^{16}\,e^{-40/1.7235}=2.955\times10^{6}\ \text{cm}^{-3}.$$

In the formula for $n$, the numerator is $2(2.955\times10^6)(9.99\times10^{14})=5.904\times10^{21}$ and the denominator is $2.006\times10^{12}$. Hence $n=2.943\times10^{9}$ cm$^{-3}$.

At 40 K, $kT=3.4469$ meV and $K=9.159\times10^{11}$ cm$^{-3}$. The numerator is $1.830\times10^{27}$, the denominator is $6.244\times10^{13}$, and $n=2.931\times10^{13}$ cm$^{-3}$. At 30 K, where $kT=2.5852$ meV, the same calculation gives $n=3.054\times10^{12}$ cm$^{-3}$.

The mean slope energies between these temperatures are

$$20\text{–}30\ \text{K}:\quad \frac{\ln(3.054\times10^{12}/2.943\times10^{9})}{0.5802-0.3868}=\frac{6.945}{0.1934}=35.9\ \text{meV},$$

$$30\text{–}40\ \text{K}:\quad \frac{\ln(2.931\times10^{13}/3.054\times10^{12})}{0.3868-0.2901}=\frac{2.261}{0.0967}=23.4\ \text{meV}.$$

The donor energy is 40 meV throughout, yet one sample has two quite different slopes. This refutes the claim.

The interval 20–30 K contains most of the change from one regime to the other, and at 30 K that change is not yet complete. Windows placed away from the change separate the two regimes better. For the fits below, neutrality was solved numerically with the full Fermi–Dirac integral for the band, and a least-squares line was drawn through $\ln n$ against $1/kT$ at eleven equally spaced temperatures. For sample B the slope energy is 42.4 meV between 18 and 22 K, and 22.6 meV between 36 and 46 K. Someone who takes the warmer slope for $E_d$ finds little more than half the true value. Someone who doubles the colder slope finds more than twice the true value.

## The general statement

Within the model, at every temperature,

$$\boxed{E_s=r\left(E_d+\tfrac32kT\right),\qquad r=\frac{N_+N_0}{N_+N_0+nN_d}}$$

with $N_+=n+N_a$ and $N_0=N_d-N_a-n$.

**Proof.** Take the logarithm of the law of mass action:

$$\ln n+\ln(n+N_a)-\ln(N_d-N_a-n)=\ln K.$$

Differentiate with respect to $\beta$. Since $dn/d\beta=n\,d\ln n/d\beta$, the left side becomes

$$\frac{d\ln n}{d\beta}\left[1+\frac{n}{n+N_a}+\frac{n}{N_d-N_a-n}\right].$$

The last term is positive because the minus sign before the logarithm meets the minus sign of $-n$ inside it. On the right, $N_c\propto T^{3/2}\propto\beta^{-3/2}$, so

$$\frac{d\ln K}{d\beta}=-\frac{3}{2\beta}-E_d=-\left(E_d+\tfrac32kT\right).$$

Therefore $E_s=r(E_d+\frac32kT)$, where $1/r$ is the square bracket. Because $N_++N_0=N_d$,

$$\frac1r=1+\frac n{N_+}+\frac n{N_0}=1+\frac{n(N_0+N_+)}{N_+N_0}=1+\frac{nN_d}{N_+N_0},$$

which is the stated $r$. $\square$

For sample B at 20 K, $n/N_+=2.943\times10^9/1.003\times10^{12}=0.0029$ and $n/N_0$ is negligible. Then $r=0.997$ and $E_s=0.997(40+2.59)=42.5$ meV. At 40 K, $n/N_+=0.967$ and $n/N_0=0.030$, so $r=1/1.997=0.501$ and $E_s=0.501(40+5.17)=22.6$ meV.

As $n$ grows, $n/N_0$ rises and $n/N_+$ does not fall, so $r$ decreases. Warming raises $K$ and with it $n$. The fraction $r$ therefore falls steadily on warming.

## Half slope and full slope

**Half slope, $N_a\ll n\ll N_d$.** Here $N_+\approx n$ and $N_0\approx N_d$, so $r\approx\frac12$ and

$$n\approx\sqrt{KN_d}\propto T^{3/4}e^{-E_d/2kT}.$$

Nearly every charged donor was made by releasing an electron into the band. The two products of the reaction have equal densities, their product is proportional to $K$, and each is proportional to $\sqrt K$. The donor energy is not halved; the square root halves the exponent.

**Full slope, $n\ll N_a$ and $n\ll N_d-N_a$.** Here $N_+\approx N_a$ and $N_0\approx N_d-N_a$, so $r\approx1$ and

$$n\approx K\,\frac{N_d-N_a}{N_a}\propto T^{3/2}e^{-E_d/kT}.$$

The acceptors have fixed the number of charged donors. That number hardly changes when a few more electrons enter the band, so $n$ is proportional to $K$ itself.

The change between these limits is gradual, and $n$ must be well below $N_a$ before the slope is full. At $n=N_a\ll N_d$, $1/r\approx1+\frac12$ and $r\approx\frac23$. At $n=N_a/10$, $1/r\approx1+\frac1{11}$ and $r\approx0.917$. Sample B passes these points at 27.1 K and 23.4 K.

**Saturation.** When nearly all available electrons are in the band, $N_0\to0$ and $r\to0$. The slope then says little about $E_d$.

## When a half-slope region exists

The condition $r=\frac12$ means $nN_d=N_+N_0$, or

$$nN_d=(n+N_a)(N_d-N_a-n)=nN_d+N_aN_d-(n+N_a)^2.$$

The terms $nN_d$ cancel, leaving $(n+N_a)^2=N_aN_d$ and

$$n=\sqrt{N_aN_d}-N_a.$$

To find the temperature, put $s=\sqrt{N_a/N_d}$. At this point $n=N_ds(1-s)$, $N_+=N_ds$ and $N_0=N_d(1-s)$, so

$$K=\frac{nN_+}{N_0}=N_ds^2=N_a.$$

For $N_a>0$, the half-slope point thus lies where $K(T)=N_a$. In sample B this is at 40.3 K, with $n=3.16\times10^{13}-0.10\times10^{13}=3.06\times10^{13}$ cm$^{-3}$.

A visible straight section also requires $r$ to vary slowly there. Differentiating $1/r$ gives

$$\frac{dr}{d\ln n}=-r^2\left[\frac{nN_a}{N_+^2}+\frac{n(N_d-N_a)}{N_0^2}\right].$$

At the half-slope point the two terms in the bracket are $s(1-s)$ and $s(1-s)(1-s^2)/(1-s)^2=s(1+s)$. Their sum is $2s$, and with $r^2=\frac14$

$$\frac{dr}{d\ln n}=-\frac12\sqrt{\frac{N_a}{N_d}}.$$

A distinct half-slope region therefore needs $\sqrt{N_a/N_d}\ll1$, which is stricter than $N_a/N_d\ll1$ suggests. In sample B the derivative is $-0.016$, and $r$ falls only from 0.55 to 0.45 between 31.2 and 56.1 K, while $n$ grows by a factor of about 42.

Now raise $N_a$ to $10^{14}$ cm$^{-3}$, one tenth of $N_d$, and call this sample C. The derivative becomes $-0.158$. The same range of $r$ covers only 57 to 66 K, and $n$ less than doubles across it. The fit between 36 and 46 K gives 41.0 meV for C, against 22.6 meV for B: in this window the stronger compensation has raised $r$ from about $\frac12$ to about $41.0/(40+5.3)\approx0.9$ on average. The slope is not yet full: $r$ is 0.927 at 40 K and falls to about 0.78 at 46 K. The fitted value lies near $E_d$ only because this shortfall and the thermal term $\frac32kT$ nearly cancel.

Without acceptors, in sample A, $N_+=n$ and $r=(N_d-n)/(2N_d-n)$. This approaches $\frac12$ from below on cooling, and there is no change to full slope.

## Extracting the donor energy

Even in the two limits, the raw slope contains the term $\frac32kT$. Since $d\ln T/d\beta=-kT$,

$$-\frac{d}{d\beta}\ln\frac{n}{T^p}=E_s-p\,kT.$$

With $p=\frac34$ in the half-slope limit the result is $E_d/2$; with $p=\frac32$ in the full-slope limit it is $E_d$. Fits made in this way give 20.0 meV for B between 36 and 46 K, and 39.8 meV between 18 and 22 K. The first value is an average over a window centred near the half-slope point: the local value $E_s-\frac34kT$ falls from 20.6 meV at 36 K to 19.3 meV at 46 K, as $r$ falls from 0.513 to 0.486. The second value is slightly low because $r$ is still slightly below 1.

A raw slope that happens to equal $E_d/2$ does not prove the half-slope limit. In sample A at 60 K, $r$ has already fallen to 0.430, but $E_s=0.430(40+7.76)=20.5$ meV. The approach to saturation and the thermal term nearly cancel.

Within the model, if $N_d$ and $N_a$ are known, there is no need to choose between the half-slope and full-slope limits. The law of mass action gives

$$\ln\frac{n(n+N_a)}{(N_d-N_a-n)T^{3/2}}=\text{constant}-\frac{E_d}{kT}.$$

Fits of this expression to the numerical densities from 18 to 60 K return 40.0 meV for all three samples. This relies on the assumption of one bound level. A real donor can have excited levels not far above its ground level. The weight 2 of the neutral donor is then replaced by $2+\sum_i g_ie^{-\Delta_i/kT}$, where $g_i$ is the number of states at the height $\Delta_i$ above the ground level. If this sum is left out although such levels are occupied, the fitted energy comes out below $E_d$. With measured data, temperatures near saturation should be left out: $N_d-N_a-n$ is then a small difference of large numbers, and small errors in the densities spoil it. If the acceptor density is unknown, leaving it out does little harm where both $n$ and $N_0$ are far above $N_a$, but it spoils the plot where $n$ is small: with $N_a$ set to zero, sample B gives 40.7 meV between 36 and 46 K and 82 meV between 18 and 22 K. It is safer to determine $N_a$ together with $E_d$, for instance by fitting the whole curve through its change of slope.

## The Fermi level is not the slope

From $\mu=kT\ln(n/N_c)$ and the two limiting densities,

$$\mu\approx-\frac{E_d}2+\frac{kT}2\ln\frac{N_d}{2N_c}\quad\text{(half slope)},$$

$$\mu\approx-E_d+kT\ln\frac{N_d-N_a}{2N_a}\quad\text{(full slope)}.$$

For sample B at 20 K the second formula gives $-40+1.7235\ln499.5=-29.3$ meV, although the slope energy is 42.5 meV. In $n=N_ce^{\mu/kT}$, the part of $\mu$ that is linear in $T$ becomes a constant factor $(N_d-N_a)/2N_a$. It changes the size of $n$ but not its activation energy.

## A second bound electron

The law $E_d/2$ for an uncompensated sample has a condition of its own. Suppose a neutral donor can bind a second electron more weakly than the first, with energy $0<E_2<E_d$, in a single state with paired spins. Negative donors then appear, with

$$\frac{N_-}{N_+}=e^{(E_d+E_2+2\mu)/kT}.$$

Inserting the half-slope Fermi level gives the estimate $N_-/N_+\approx(N_d/2N_c)e^{E_2/kT}$. For $E_2=2$ meV in sample A at 20 K this is about 0.02, and the raw slope between 18 and 22 K hardly moves, from 21.28 to 21.34 meV.

On further cooling the estimate grows without bound, so the half-slope solution cannot persist. Neutrality now reads $N_+=n+N_-$. From $N_-/N_0=\frac12e^{(E_2+\mu)/kT}$ and $n=N_ce^{\mu/kT}$ follows $n/N_-=(2N_c/N_0)e^{-E_2/kT}$, which vanishes on cooling while $N_0\approx N_d$. Charged donors then occur almost entirely in pairs, $N_+\approx N_-$, which requires $\mu\approx-(E_d+E_2)/2$. The density becomes $n\approx N_ce^{-(E_d+E_2)/2kT}$, with activation energy 21 meV here. A numerical solution at 3 K gives this value, 21.0 meV, after $\frac32kT$ is subtracted from the slope. This limit is a property of the model and not something to be measured: $n$ is then only about $2\times10^{-20}$ cm$^{-3}$, and even a trace of acceptors outnumbers the thermally charged donors and, within the model, restores the full slope. In a real sample at such temperatures the model itself fails. The Coulomb energy between charged impurities at the donor spacing is about 2 meV for this $N_d$ and a dielectric constant near 12, far above $kT=0.26$ meV. The donor levels are then shifted and spread, and hopping between donors can carry the current. The half-energy law thus holds down to zero temperature only if there are no acceptors and no second bound electron.
